# How much charge does one photogenerated pair send round the circuit?: test program

```python
"""
Result under test: one photogenerated electron-hole pair, fully collected at
opposite contacts without gain, drives exactly one charge q round the circuit.
Electron share = 1 - psi(x0), hole share = psi(x0).
psi: weighting potential (0 on p contact, 1 on n contact); x0: birthplace.
The p contact is at x=0, the n contact at x=W. Internal units are SI.
Silicon parameters are rough typical values for a p-i-n photodiode.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

q = const.e
um, ps = 1e-6, 1e-12
W, x0 = 10 * um, 3 * um
layer_voltage = 20.0
diameter = 50 * um
area = np.pi * diameter**2 / 4
temperature = 300.0
eps_si = 11.7 * const.epsilon_0
eps_ge = 16.0 * const.epsilon_0
mu_e, mu_h = 0.140, 0.045          # m2/Vs
vsat_e, vsat_h = 1.0e5, 0.8e5      # m/s
donors = 5e19                    # residual donors, 1/m3
wavelength = 850e-9
load = 50.0

# Poisson equation with fixed contact voltages, bias and fixed donors.
cells = 400
h = W / cells
uniform_eps = np.full(cells, eps_si)
pairs = 1e6   # linear problem: many pairs reduce subtraction error


def poisson(charges, eps):
    """Return displacement field in cells and sheet charge put on nodes."""
    sheet = np.zeros(cells + 1)
    for charge, x in charges:
        j = min(int(x / h), cells - 1)
        part = x / h - j
        sheet[j] += charge * (1 - part) / area
        sheet[j + 1] += charge * part / area
    rhs = -(sheet[1:-1] + q * donors * h) * h
    rhs[-1] -= eps[-1] * layer_voltage
    band = np.zeros((3, cells - 1))
    band[0, 1:] = eps[1:-1]
    band[1] = -(eps[:-1] + eps[1:])
    band[2, :-1] = eps[1:-1]
    phi = np.zeros(cells + 1)
    phi[-1] = layer_voltage
    phi[1:-1] = solve_banded((1, 1), band, rhs)
    return -eps * np.diff(phi) / h, sheet


def wire_charge(xe, xh, eps=uniform_eps):
    """Charge brought by the wire to the n contact, per pair, in units q."""
    d_before, _ = poisson([], eps)
    d_after, sheet = poisson([(-q * pairs, xe), (q * pairs, xh)], eps)
    induced_change = -(d_after[-1] - d_before[-1])
    return area * (induced_change - sheet[-1]) / (q * pairs)


for xe, xh in [(4*um, 2*um), (8*um, 1.5*um), (W, 1*um), (W, 0.0)]:
    assert abs(wire_charge(xe, xh) - (xe - xh) / W) < 1e-6
electron_share = wire_charge(W, x0)
hole_share = wire_charge(x0, 0.0)
assert abs(electron_share + hole_share - 1) < 1e-6
births = np.linspace(0.5 * um, 9.5 * um, 19)
mean_electron_share = np.mean([wire_charge(W, x) for x in births])
assert abs(mean_electron_share - 0.5) < 1e-6

# Layered dielectric: germanium next to the p contact, silicon beyond.
ge_thickness = 4 * um
layered = np.where((np.arange(cells) + 0.5) * h < ge_thickness,
                   eps_ge, eps_si)
psi_layered = (x0 / eps_ge) / (ge_thickness / eps_ge
                               + (W - ge_thickness) / eps_si)
layer_e = wire_charge(W, x0, layered)
layer_h = wire_charge(x0, 0.0, layered)
assert abs(layer_e - (1 - psi_layered)) < 1e-6
assert abs(layer_h - psi_layered) < 1e-6
assert abs(psi_layered - x0 / W) > 0.01

# A point charge between plates: integrate the image-charge surface density.
images = x0 / W + 2 * np.arange(-2000, 2001)


def ring_density(r):
    return -r * np.sum(images / (images**2 + r**2)**1.5)


point_induced = quad(ring_density, 0, 10, points=[0.3, 1, 3], limit=200)[0]
assert abs(point_induced + (1 - x0 / W)) < 1e-5

# Non-planar contacts on parts of two sides of an insulated square.
m = 30
main = np.full(m, 2.0)
main[[0, -1]] = 1.0
line = diags([-np.ones(m - 1), main, -np.ones(m - 1)], [-1, 0, 1])
lap = (kron(identity(m), line) + kron(line, identity(m))).tocsr()
nodes = np.arange(m * m).reshape(m, m)
p_nodes, n_nodes = nodes[:12, 0], nodes[14:, -1]
free = np.setdiff1d(nodes.ravel(), np.r_[p_nodes, n_nodes])
l_free = lap[free][:, free].tocsc()
drive = -np.asarray(lap[free][:, n_nodes].sum(axis=1)).ravel()
psi_2d = spsolve(l_free, drive)
for row, col in [(5, 8), (15, 15), (25, 20)]:
    place = np.searchsorted(free, nodes[row, col])
    source = np.zeros(len(free))
    source[place] = 1.0
    potential = spsolve(l_free, source)
    on_n = np.sum(lap[n_nodes][:, free] @ potential)
    on_p = np.sum(lap[p_nodes][:, free] @ potential)
    assert abs(on_n + psi_2d[place]) < 1e-9
    assert abs(on_n + on_p + 1) < 1e-9

# Count conduction and displacement charge through internal planes.
xe_mid, xh_mid = 8 * um, 1.5 * um
d_zero, _ = poisson([], uniform_eps)


def plane_count(xe, xh, plane):
    d_now, _ = poisson([(-q*pairs, xe), (q*pairs, xh)], uniform_eps)
    j = int(plane / h)
    center = (j + 0.5) * h
    crossed = int(x0 < center < xe) + int(xh < center < x0)
    displaced = -(d_now[j] - d_zero[j]) * area / (q * pairs)
    return crossed, displaced


for plane in [1*um, 2*um, 5*um, 9*um]:
    crossed, displaced = plane_count(xe_mid, xh_mid, plane)
    assert abs(crossed + displaced - wire_charge(xe_mid, xh_mid)) < 1e-6
    crossed, displaced = plane_count(W, 0.0, plane)
    assert crossed == 1 and abs(displaced) < 1e-6
inside = plane_count(xe_mid, xh_mid, 5 * um)
outside = plane_count(xe_mid, xh_mid, 9 * um)


def field(x, density):
    return layer_voltage / W + q * density / eps_si * (W / 2 - x)


def speed(mu, vsat, strength):
    return mu * strength / (1 + mu * strength / vsat)


centers = (np.arange(cells) + 0.5) * h
assert np.allclose(-d_zero / eps_si, field(centers, donors), rtol=1e-7)

# Instantaneous wire current from the time derivative of Poisson charge.
ve_mid = speed(mu_e, vsat_e, field(xe_mid, donors))
vh_mid = speed(mu_h, vsat_h, field(xh_mid, donors))
dt_test = 0.2 * ps
later = wire_charge(xe_mid + ve_mid*dt_test, xh_mid - vh_mid*dt_test)
earlier = wire_charge(xe_mid - ve_mid*dt_test, xh_mid + vh_mid*dt_test)
poisson_current = q * (later - earlier) / (2 * dt_test)
ramo_current = q * (ve_mid + vh_mid) / W
assert abs(poisson_current / ramo_current - 1) < 1e-4

# Drift in time; capacitance and load filter the induced current.
capacitance = eps_si * area / W
dt, steps = 0.01 * ps, 20000


def pulse(density):
    xe = xh = x0
    e_charge = h_charge = heat = load_voltage = load_charge = 0.0
    e_time = h_time = 0.0
    for step in range(steps):
        fe, fh = field(xe, density), field(xh, density)
        ve = speed(mu_e, vsat_e, fe) if xe < W else 0.0
        vh = speed(mu_h, vsat_h, fh) if xh > 0 else 0.0
        e_charge += ve * dt / W
        h_charge += vh * dt / W
        heat += (fe * ve + fh * vh) * dt
        current = q * (ve + vh) / W
        load_charge += load_voltage / load * dt / q
        load_voltage += (current - load_voltage / load) * dt / capacitance
        e_time += dt if ve else 0.0
        h_time += dt if vh else 0.0
        xe, xh = min(W, xe + ve * dt), max(0.0, xh - vh * dt)
        if step in (3000, 8000, steps - 1):
            # One time step limits the endpoint error to about 1e-4 q.
            assert abs(e_charge + h_charge - wire_charge(xe, xh)) < 3e-4
    assert xe == W and xh == 0.0
    assert abs(load_charge - 1) < 3e-4
    assert abs(heat / layer_voltage - 1) < 1e-3
    return e_time, h_time, e_charge, h_charge, load_charge, heat


flat = pulse(0.0)
sloped = pulse(donors)
ve = speed(mu_e, vsat_e, layer_voltage / W)
vh = speed(mu_h, vsat_h, layer_voltage / W)
te, th = (W - x0) / ve, x0 / vh
assert abs(flat[0] - te) < 2 * dt and abs(flat[1] - th) < 2 * dt
for result, density in [(flat, 0.0), (sloped, donors)]:
    exact_e = quad(lambda x: 1/speed(mu_e, vsat_e, field(x, density)),
                   x0, W)[0]
    exact_h = quad(lambda x: 1/speed(mu_h, vsat_h, field(x, density)),
                   0, x0)[0]
    assert abs(result[0] / exact_e - 1) < 1e-3
    assert abs(result[1] / exact_h - 1) < 1e-3

# Diffusion to the wrong contact, with constant drift speed and diffusivity.
diffusivity = mu_e * const.k * temperature / q
back_length = diffusivity / ve
grid = 4000
step_x = W / grid
lower = diffusivity / step_x**2 - ve / (2 * step_x)
upper = diffusivity / step_x**2 + ve / (2 * step_x)
band = np.zeros((3, grid - 1))
band[0, 1:], band[2, :-1] = upper, lower
band[1] = -2 * diffusivity / step_x**2
rhs = np.zeros(grid - 1)
rhs[0] = -lower
wrong = solve_banded((1, 1), band, rhs)
near = 40
assert abs(wrong[near-1] / np.exp(-near*step_x/back_length) - 1) < 1e-3

# Sizes of neglected effects. Impact law is extrapolated to low field.
peak_field = field(0.0, donors)
depletion_voltage = q * donors * W**2 / (2 * eps_si)
assert depletion_voltage < layer_voltage
impact_per_m = 7.0e7 * np.exp(-1.23e8 / peak_field)
lifetime = 10e-6
contact_doping, contact_mobility = 1e25, 0.007
relaxation = eps_si / (q * contact_doping * contact_mobility)
attraction_length = np.sqrt(q / (4*np.pi*eps_si*layer_voltage/W))
delay = W * np.sqrt(11.7) / const.c
responsivity = q * wavelength / (const.h * const.c)


def show(label, value, unit, form=".3f"):
    print(f"{label}: {value:{form}} {unit}")


show("Layer thickness", W/um, "um", ".1f")
show("Birthplace from p contact", x0/um, "um", ".1f")
show("Layer voltage", layer_voltage, "V", ".1f")
show("Mean field", layer_voltage/W/1e5, "kV/cm", ".1f")
show("Diode diameter", diameter/um, "um", ".0f")
show("Temperature", temperature, "K", ".0f")
show("Electron mobility", mu_e*1e4, "cm2/Vs", ".0f")
show("Hole mobility", mu_h*1e4, "cm2/Vs", ".0f")
show("Electron saturation speed", vsat_e*100, "cm/s", ".2e")
show("Hole saturation speed", vsat_h*100, "cm/s", ".2e")
show("Electron speed", ve*100, "cm/s", ".3e")
show("Hole speed", vh*100, "cm/s", ".3e")
show("Electron transit time", te/ps, "ps", ".1f")
show("Hole transit time", th/ps, "ps", ".1f")
show("Electron current", q*ve/W*1e9, "nA")
show("Hole current", q*vh/W*1e9, "nA")
show("Current while both move", q*(ve+vh)/W*1e9, "nA")
show("Electron charge share", electron_share, "q")
show("Hole charge share", hole_share, "q")
show("Total charge", electron_share+hole_share, "q")
show("One charge", q, "C", ".4e")
show("Mean electron share, uniform births", mean_electron_share, "q")
show("Charge if hole stays trapped at birth", wire_charge(W, x0), "q")
show("Snapshot electron position", xe_mid/um, "um", ".1f")
show("Snapshot hole position", xh_mid/um, "um", ".1f")
show("Snapshot wire charge", wire_charge(xe_mid, xh_mid), "q")
show("Plane 5 um: carrier charge", inside[0], "q", "d")
show("Plane 5 um: displacement charge", inside[1], "q")
show("Plane 9 um: carrier charge", outside[0], "q", "d")
show("Plane 9 um: displacement charge", outside[1], "q")
show("Point charge induced on p plate", point_induced, "Q")
show("Ge layer thickness in layered case", ge_thickness/um, "um", ".1f")
show("Relative permittivity Si", eps_si/const.epsilon_0, "(none)", ".1f")
show("Relative permittivity Ge", eps_ge/const.epsilon_0, "(none)", ".1f")
show("Layered electron share", layer_e, "q")
show("Layered hole share", layer_h, "q")
show("Residual donor density", donors/1e6, "cm^-3", ".1e")
show("Field at p contact with donors", peak_field/1e5, "kV/cm", ".1f")
show("Field at n contact with donors", field(W, donors)/1e5, "kV/cm", ".1f")
show("Voltage needed for depletion", depletion_voltage, "V", ".2f")
show("Electron transit with donors", sloped[0]/ps, "ps", ".1f")
show("Hole transit with donors", sloped[1]/ps, "ps", ".1f")
show("Total charge with donors", sloped[2]+sloped[3], "q")
show("Work done by field on pair", flat[5], "eV", ".2f")
show("Capacitance", capacitance*1e15, "fF", ".1f")
show("Load resistance", load, "ohm", ".0f")
show("Load time constant", load*capacitance/ps, "ps", ".2f")
show("Charge through load", flat[4], "q")
show("Voltage disturbance q/C", q/capacitance*1e6, "uV", ".2f")
show("Impact pairs per layer crossing", impact_per_m*W, "(none)", ".1e")
show("Assumed carrier lifetime", lifetime*1e6, "us", ".0f")
show("Longest transit/lifetime", max(te, th)/lifetime, "(none)", ".1e")
show("Back-diffusion length", back_length*1e9, "nm", ".1f")
show("Wrong-contact probability", np.exp(-x0/back_length), "(none)", ".1e")
show("Pair attraction length", attraction_length*1e9, "nm", ".1f")
show("Contact relaxation time", relaxation*1e15, "fs", ".2f")
show("Field propagation delay", delay/ps, "ps")
show("Responsivity limit at 850 nm", responsivity, "A/W")
show("False two-charge responsivity", 2*responsivity, "A/W")
print("tests ok")
```

Output:

```
Layer thickness: 10.0 um
Birthplace from p contact: 3.0 um
Layer voltage: 20.0 V
Mean field: 20.0 kV/cm
Diode diameter: 50 um
Temperature: 300 K
Electron mobility: 1400 cm2/Vs
Hole mobility: 450 cm2/Vs
Electron saturation speed: 1.00e+07 cm/s
Hole saturation speed: 8.00e+06 cm/s
Electron speed: 7.368e+06 cm/s
Hole speed: 4.235e+06 cm/s
Electron transit time: 95.0 ps
Hole transit time: 70.8 ps
Electron current: 1.181 nA
Hole current: 0.679 nA
Current while both move: 1.859 nA
Electron charge share: 0.700 q
Hole charge share: 0.300 q
Total charge: 1.000 q
One charge: 1.6022e-19 C
Mean electron share, uniform births: 0.500 q
Charge if hole stays trapped at birth: 0.700 q
Snapshot electron position: 8.0 um
Snapshot hole position: 1.5 um
Snapshot wire charge: 0.650 q
Plane 5 um: carrier charge: 1 q
Plane 5 um: displacement charge: -0.350 q
Plane 9 um: carrier charge: 0 q
Plane 9 um: displacement charge: 0.650 q
Point charge induced on p plate: -0.700 Q
Ge layer thickness in layered case: 4.0 um
Relative permittivity Si: 11.7 (none)
Relative permittivity Ge: 16.0 (none)
Layered electron share: 0.754 q
Layered hole share: 0.246 q
Residual donor density: 5.0e+13 cm^-3
Field at p contact with donors: 23.9 kV/cm
Field at n contact with donors: 16.1 kV/cm
Voltage needed for depletion: 3.87 V
Electron transit with donors: 96.7 ps
Hole transit with donors: 66.9 ps
Total charge with donors: 1.000 q
Work done by field on pair: 20.00 eV
Capacitance: 20.3 fF
Load resistance: 50 ohm
Load time constant: 1.02 ps
Charge through load: 1.000 q
Voltage disturbance q/C: 7.88 uV
Impact pairs per layer crossing: 2.9e-20 (none)
Assumed carrier lifetime: 10 us
Longest transit/lifetime: 9.5e-06 (none)
Back-diffusion length: 49.1 nm
Wrong-contact probability: 3.0e-27 (none)
Pair attraction length: 7.8 nm
Contact relaxation time: 9.24 fs
Field propagation delay: 0.114 ps
Responsivity limit at 850 nm: 0.686 A/W
False two-charge responsivity: 1.371 A/W
tests ok
```
